\section*{Dirac boundary conditions for armchair and zigzag honeycomb ribbons}

\section{Lattice, edges and envelopes}

Consider a honeycomb lattice with one orbital per site, lattice constant $a$, bond length $d=a/\sqrt3$ and nearest-neighbour matrix element $-t$, with $t>0$. The vectors from an A site to its B neighbours are
\begin{equation}
\boldsymbol\delta_1=d(0,1),\quad
\boldsymbol\delta_{2}=\left(\tfrac a2,-\tfrac d2\right),\quad
\boldsymbol\delta_{3}=\left(-\tfrac a2,-\tfrac d2\right),
\end{equation}
and the lattice equations are
\begin{equation}
E\psi_A(\mathbf r)=-t\sum_i\psi_B(\mathbf r+\boldsymbol\delta_i),\qquad
E\psi_B(\mathbf r)=-t\sum_i\psi_A(\mathbf r-\boldsymbol\delta_i).
\label{lattice}
\end{equation}

An armchair ribbon runs along $y$. Its $N$ atomic lines lie at $x=ja/2$, $j=1,\dots,N$, and each line contains both sublattices. A zigzag ribbon runs along $x$ and has $N$ zigzag chains. Chain $m$ has B atoms at $y=d+3(m-1)d/2$ and A atoms at $y=3md/2$.

All bonds are equal, including those at the edges. Further-neighbour hopping, edge relaxation and interactions are left out. The gapless armchair family and the exponentially small zigzag edge energies found below depend on this: in real graphene ribbons altered edge bonds open a gap in the former, and interactions split the edge band of the latter. The continuum theory requires momenta, measured from the valley point, that are small compared with $1/a$, and hence a width $W\gg a$. A small energy $|E|\ll t$ is not enough, because zigzag edge states have small energy also far from the valley points.

The valley points are $\pm(K,0)$ with $K=4\pi/3a$. There $\sum_i e^{\pm iK\delta_{i,x}}=1+2\cos(2\pi/3)=0$. On each sublattice write
\begin{equation}
\psi(\mathbf r)=e^{iKx}\varphi(\mathbf r)+e^{-iKx}\varphi'(\mathbf r),
\label{env}
\end{equation}
where $\varphi$ and $\varphi'$ vary slowly on the scale $a$. The longitudinal momentum $k$ is measured from the valley point, and $q$ denotes the transverse momentum.

\section{The Dirac equations}

Insert the $K$ part of (\ref{env}) into the first equation of (\ref{lattice}) and expand $\varphi_B(\mathbf r+\boldsymbol\delta_i)$ to first order. The zeroth order cancels. With $\mathbf q=-i\nabla$, the first order contains
\begin{align}
\sum_i i\,\mathbf q\cdot\boldsymbol\delta_i\,e^{iK\delta_{i,x}}
&=iq_yd\left(1-\cos\tfrac{2\pi}{3}\right)
+iq_x\tfrac a2\left(2i\sin\tfrac{2\pi}{3}\right)\nonumber\\
&=\tfrac32 i d\,q_y-\tfrac{\sqrt3}{2}a\,q_x
=-\tfrac{\sqrt3a}{2}(q_x-iq_y),
\end{align}
because $3d/2=\sqrt3a/2$. Multiplication by $-t$ gives the velocity scale $\hbar v=\sqrt3at/2$. The B equation has $-\boldsymbol\delta_i$, which conjugates the coefficients. With $\varepsilon=E/\hbar v$,
\begin{equation}
\varepsilon\varphi_A=(q_x-iq_y)\varphi_B,\qquad
\varepsilon\varphi_B=(q_x+iq_y)\varphi_A .
\label{DK}
\end{equation}
At the other valley $K\to-K$ reverses the sine term but not the cosine term:
\begin{equation}
\varepsilon\varphi'_A=-(q_x+iq_y)\varphi'_B,\qquad
\varepsilon\varphi'_B=-(q_x-iq_y)\varphi'_A .
\label{DKp}
\end{equation}
The two valleys have separate equations in the interior, since their rapid phases are inequivalent on the lattice. Only an edge can couple them here.

\section{What an edge imposes}

An edge atom has fewer neighbours than a bulk atom. Its equation keeps the bulk form (\ref{lattice}) if the wavefunction is extended to the missing neighbours and set to zero there. The boundary condition therefore depends on which sites are missing.

\subsection{Armchair edge}

Every neighbour of an atom lies on its own line or an adjacent one. The missing lines are $x=0$ and $x=W$, with
\begin{equation}
W=(N+1)a/2 .
\end{equation}
Both sublattices are missing, so for $\varphi=(\varphi_A,\varphi_B)$
\begin{equation}
\varphi(0)+\varphi'(0)=0,\qquad
e^{iKW}\varphi(W)+e^{-iKW}\varphi'(W)=0 .
\label{bcA}
\end{equation}
The valley phases do not vary along $y$, so waves from both valleys with the same $k$ can cancel along the whole edge. One valley alone would need $\varphi(0)=0$ in both components. For a first-order system this initial condition gives $\varphi=0$ everywhere.

\subsection{Zigzag edge}

The lowest B row lacks its A neighbours at $y=0$. The highest A row, at $y=3Nd/2$, lacks its B neighbours at
\begin{equation}
W=\left(\tfrac{3N}{2}+1\right)d .
\end{equation}
A step $a$ along the edge multiplies the two valley terms by the different phases $e^{\pm4\pi i/3}$. Their sum can vanish at every missing site only if each slow envelope vanishes:
\begin{equation}
\varphi_A(0)=\varphi'_A(0)=0,\qquad
\varphi_B(W)=\varphi'_B(W)=0 .
\label{bcZ}
\end{equation}

\subsection{No current through the edge}

Equation (\ref{DK}) has the Hamiltonian $\hbar v(\sigma_xq_x+\sigma_yq_y)$, and (\ref{DKp}) has $\hbar v(-\sigma_xq_x+\sigma_yq_y)$. At a zigzag edge the normal probability current of either valley is $v\varphi^\dagger\sigma_y\varphi=2v\,\mathrm{Im}(\varphi_A^*\varphi_B)$, which vanishes when one component does. At an armchair edge the slowly varying normal current is $v(\varphi^\dagger\sigma_x\varphi-\varphi'^\dagger\sigma_x\varphi')$. It vanishes because (\ref{bcA}) makes $\varphi'$ equal to $\varphi$ times a phase. Here the cancellation is between valleys.

\section{Armchair quantization}

For envelopes proportional to $e^{iky}$, the equations at $K$ are
\begin{equation}
\varepsilon\varphi_A=(-i\partial_x-ik)\varphi_B,\qquad
\varepsilon\varphi_B=(-i\partial_x+ik)\varphi_A,
\label{armK}
\end{equation}
while (\ref{DKp}) becomes $\varepsilon\varphi'_A=(i\partial_x-ik)\varphi'_B$ and $\varepsilon\varphi'_B=(i\partial_x+ik)\varphi'_A$.

Define $\chi(x)=-\varphi'(-x)$ for $-W<x<0$. Then $\varphi'(-x)=-\chi(x)$, and the derivative of $\varphi'$ evaluated at $-x$ is $+\partial_x\chi(x)$. The second-valley equations at $-x$ read
\begin{equation}
-\varepsilon\chi_A=i\partial_x\chi_B+ik\chi_B,\qquad
-\varepsilon\chi_B=i\partial_x\chi_A-ik\chi_A .
\end{equation}
After a change of overall sign these are (\ref{armK}). Hence the function $\Theta$, equal to $\varphi$ for $x>0$ and to $\chi$ for $x<0$, obeys one Dirac equation on $(-W,W)$. The first condition in (\ref{bcA}) makes it continuous at zero. The second gives
\begin{equation}
\Theta(W)=-e^{-2iKW}\varphi'(W)=e^{-2iKW}\Theta(-W).
\end{equation}
This is a twisted periodic problem with constant coefficients, so its modes are plane waves $\Theta=e^{iqx}u$. The condition $e^{2iqW}=e^{-2iKW}$ yields
\begin{equation}
\boxed{q_n=\frac{n\pi}{W}-K,\qquad
E=\pm\hbar v\sqrt{k^2+q_n^2},\qquad n\in\mathbb Z .}
\label{arm}
\end{equation}
For $\varepsilon\ne0$ one may take $u=(1,(q_n+ik)/\varepsilon)$. Undoing the reflection gives $\varphi=e^{iq_nx}u$ and $\varphi'=-e^{-iq_nx}u$, so the wavefunction is $2i\sin[(K+q_n)x]\,u\,e^{iky}$. The two valleys have equal weight, and $q_n$ does not depend on $k$.

Since $KW=2\pi(N+1)/3$,
\begin{equation}
q_nW=\pi\left[n-\tfrac23(N+1)\right].
\end{equation}
If $N+1$ is a multiple of 3, some $q_n$ is zero and the gap closes, with a mode $E=\pm\hbar v|k|$. Otherwise the smallest $|q_n|$ is $\pi/3W$ and
\begin{equation}
E_{\rm gap}=\frac{2\pi\hbar v}{3W}.
\label{gap}
\end{equation}
The sign of this $q_n$ matters for lattice corrections: the $q_n$ of smallest magnitude is $+\pi/3W$ for $N+1=3p+1$ and $-\pi/3W$ for $N+1=3p+2$.

\section{Zigzag quantization}

For envelopes proportional to $e^{ikx}$, $-iq_y=-\partial_y$, and at $K$
\begin{equation}
\varepsilon\varphi_A=(k-\partial_y)\varphi_B,\qquad
\varepsilon\varphi_B=(k+\partial_y)\varphi_A .
\label{zigD}
\end{equation}
These Dirac equations have no zero mode at finite $W$. If $\varepsilon=0$, then $\varphi_A\propto e^{-ky}$ and $\varphi_B\propto e^{ky}$, and (\ref{bcZ}) sets both to zero.

For $\varepsilon\neq0$, combining the equations gives $\varepsilon^2\varphi_A=(k^2-\partial_y^2)\varphi_A$. The solution vanishing at $y=0$, and its partner, are
\begin{equation}
\varphi_A=\sin qy,\qquad
\varphi_B=\frac{k\sin qy+q\cos qy}{\varepsilon},\qquad
\varepsilon^2=k^2+q^2 .
\label{zigwave}
\end{equation}
The condition $\varphi_B(W)=0$ is
\begin{equation}
\boxed{k\sin qW+q\cos qW=0 .}
\label{zig}
\end{equation}
The allowed $q$ changes with $k$, unlike in the armchair ribbon. The reason is that the condition on $\varphi_B$ is a condition on both $\varphi_A$ and its derivative, with $k$ setting their ratio. In the other valley the equations are $\varepsilon\varphi'_A=(-k-\partial_y)\varphi'_B$ and $\varepsilon\varphi'_B=(-k+\partial_y)\varphi'_A$, so every result holds with $k\to-k$.

\subsection{Counting the roots}

Let $X=qW>0$. A root cannot have $\sin X=0$, so (\ref{zig}) is $kW=-X\cot X$, with
\begin{equation}
\frac{d}{dX}(-X\cot X)=\frac{X-\sin X\cos X}{\sin^2X}>0,
\end{equation}
because $\sin X\cos X=\frac12\sin2X<X$. On $((n-1)\pi,n\pi)$ with $n\ge2$, the function rises from $-\infty$ to $\infty$, giving one root for every $k$. On $(0,\pi)$ it rises from $-1$ to $\infty$, so the first real root exists only for $kW>-1$.

At $k=0$, $X_n=(n-\frac12)\pi$. As $kW\to\infty$, $X_n\to n\pi$. As $kW\to-\infty$, $X_n\to(n-1)\pi$ for $n\ge2$.

\subsection{The edge state}

The missing root has become imaginary. With $q=iz$, $z>0$, (\ref{zig}) gives
\begin{equation}
k=-z\coth zW,\qquad \varphi_A\propto\sinh zy .
\end{equation}
The function $Z\coth Z$ has derivative $(\sinh Z\cosh Z-Z)/\sinh^2Z>0$ and rises from 1 to $\infty$. There is therefore one such solution for each $kW<-1$. Its energy follows from
\begin{equation}
\varepsilon^2=k^2-z^2=z^2(\coth^2zW-1)
\quad\Rightarrow\quad
|E|=\frac{\hbar v z}{\sinh zW}.
\label{edge}
\end{equation}
At $kW=-1$ the two branches meet in $\varphi_A=y$, $\varphi_B=(1+ky)/\varepsilon$. For $|k|W\gg1$, $z\simeq|k|$ and $|E|\simeq2\hbar v|k|e^{-|k|W}$: the A part sits at the upper edge, the B part at the lower one, and the small tail that reaches the opposite edge couples them and splits the energies.

\section{Comparison with the lattice solutions}

\subsection{Armchair}

Take amplitudes $\sin[n\pi j/(N+1)]$ on line $j$. The two adjacent lines contribute $g=2\cos[n\pi/(N+1)]$ times this sine. With the bond phases along $y$, the coupling of A to B is $-t(e^{ikd}+ge^{-ikd/2})$, and its squared modulus gives
\begin{equation}
E^2=t^2\left[1+g^2+2g\cos(3kd/2)\right].
\end{equation}
Since $n\pi/(N+1)=(K+q_n)a/2$, the transverse quantization is the same as in (\ref{arm}). The continuum error comes from the dispersion alone. At $k=0$, with $\theta=q_na/2$,
\begin{equation}
|E|=t\left|1+2\cos\left(\tfrac{2\pi}{3}+\theta\right)\right|
\simeq\hbar v|q_n|\left(1-\frac{q_na}{4\sqrt3}\right).
\label{curv}
\end{equation}
At $k=0$, positive $q_n$ lowers the energy and negative $q_n$ raises it. For $k\neq0$ the leading lattice term in $E^2$ is proportional to $q_n(3k^2-q_n^2)$, so these signs reverse when $|k|>|q_n|/\sqrt3$.

\subsection{Zigzag}

Let $g=2\cos[(K+k)a/2]$, the sum of the two bonds within a chain. The row amplitudes obey
\begin{equation}
Ea_m=-t(gb_m+b_{m+1}),\quad Eb_m=-t(ga_m+a_{m-1}),\quad a_0=b_{N+1}=0 .
\label{rows}
\end{equation}
Setting $a_m=\sin pm$ gives $b_m=-(t/E)[g\sin pm+\sin p(m-1)]$. Substitution in the first equation and the condition $b_{N+1}=0$ give
\begin{equation}
E^2=t^2(1+g^2+2g\cos p),\qquad g\sin p(N+1)+\sin pN=0 .
\label{zlat}
\end{equation}
Write $g=-1-\eta$, where $\eta\simeq\sqrt3ka/2$. The last condition becomes
\begin{equation}
-2\sin\tfrac p2\,\cos p\left(N+\tfrac12\right)=\eta\sin p(N+1).
\end{equation}
Rows repeat every $3d/2$, so $p=\sqrt3qa/2$ and $qW=p(N+\frac23)$. Replacing both trigonometric arguments by $qW$ costs terms of order $p\sim1/N$. Dividing by $\sqrt3a/2$ then leaves (\ref{zig}). The energy in (\ref{zlat}) is $E^2=t^2[\eta^2+4(1+\eta)\sin^2(p/2)]$, which becomes $(\hbar v)^2(k^2+q^2)$ when $\eta$ and $p$, both of order $a/W$, are small. At fixed $kW$ and mode number, the Dirac energies thus have corrections of relative order $a/W$.

At $k=0$, $\eta=0$ and the lattice result is
\begin{equation}
E=2t\sin\frac{(n-\frac12)\pi}{2N+1}.
\end{equation}
For modes with $n^2\ll N$ this exceeds the Dirac value by the factor $(N+\frac23)/(N+\frac12)$ to leading order.

The edge state needs a stronger condition. For $|g|^{2N}\ll1$ take $a_m=(-g)^{N-m}$ and $b_m=(-g)^{m-1}$, each with squared norm close to $1/(1-g^2)$. In (\ref{rows}) $gb_m+b_{m+1}$ vanishes except at $m=N$, so the normalized coupling is $|E|\simeq t(1-g^2)|g|^N$. With $x=\sqrt3|k|a/2$, $|g|\simeq1-x-x^2/6$ and $-\ln|g|\simeq x+2x^2/3$. The Dirac exponent lacks the second term, which accumulates to $2Nx^2/3\simeq2(kW)^2/3N$. The Dirac edge energy is accurate relative to itself only if $(kW)^2\ll N$.

\section{Worked example}

Take the round model values $t=3$~eV and $a=0.25$~nm, so $\hbar v=0.6495$~eV\,nm. The numerical output below also records the convergence of the Dirac energies towards diagonalized tight-binding matrices as the width grows.

For an armchair ribbon with $N=39$, $W=40\times0.125=5.000$~nm. The smallest transverse momentum is $\pi/(3W)=0.2094$~nm$^{-1}$, and
\begin{equation}
E_{\rm gap}=2\times649.5\times0.20944\simeq272.1\ \mathrm{meV}.
\end{equation}
Tight binding gives 270.0~meV. For $N=40$ the values are 265.4~meV (Dirac) and 267.4~meV (tight binding). The deviations have opposite signs, as (\ref{curv}) requires: $q_n$ is positive for $N=39$ and negative for $N=40$. For $N=39$ the predicted relative shift is $0.2094\times0.25/(4\sqrt3)=0.0076$, or 2.1~meV. For $N=41$ both gaps vanish.

For a zigzag ribbon with $N=100$, $W=151\times0.14434=21.795$~nm and $\hbar v/W=29.80$~meV. The lowest positive level (TB: tight binding) is

\begin{center}
\begin{tabular}{rlrr}
$kW$ & root & Dirac (meV) & TB (meV)\\
$-3$ & $zW=2.985$ & 9.02 & 8.56\\
$-0.5$ & $qW=1.166$ & 37.80 & 37.75\\
$0$ & $qW=1.571$ & 46.81 & 46.89\\
$2$ & $qW=2.289$ & 90.58 & 90.91
\end{tabular}
\end{center}

At $kW=2$ the arithmetic is $29.80\sqrt{2^2+2.289^2}=90.58$~meV. The root doubles, roughly, between $kW=-0.5$ and $kW=2$, which is the coupling of the two momenta. At $k=0$ the factor $100.67/100.5=1.0017$ accounts for the difference between 46.81 and 46.89~meV.

At $kW=-3$ the state is an edge state with decay length $1/z=7.3$~nm. Its tight-binding energy lies 5.0\% below the Dirac value. The exponent correction $2\times9/300=0.06$ predicts a reduction of about 6\%, and prefactor corrections of relative order $|k|a\simeq0.03$ are also present. The squared overlap of the normalized Dirac and tight-binding states is 0.999935, so they differ by a vector of length about $\sqrt{1-0.999935}\simeq0.008$. This 0.8\% change of the state is smaller than the 5.0\% change of its energy.

The tight-binding level leaves the projected bulk continuum at $kW=-0.995$. In (\ref{zlat}) this is the limit $p\to0$, where $|g|=N/(N+1)$. The continuum onset $kW=-1$ is recovered as $N\to\infty$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice constant a = 0.250 nm, hopping t = 3.00 eV
bond length d = 0.14434 nm, K = 16.7552 1/nm
hbar*v = 0.64952 eV nm, v = 9.8679e+05 m/s
Armchair: largest error of E*W/hv, lowest 3 levels
 N+1=60->240, kW=0: 0.04891 -> 0.01196
 N+1=60->240, kW=1: 0.03288 -> 0.00796
 N+1=61->244, kW=0: 0.08629 -> 0.02096
 N+1=61->244, kW=1: 0.07012 -> 0.01694
 N+1=62->248, kW=0: 0.07848 -> 0.02022
 N+1=62->248, kW=1: 0.06274 -> 0.01627
Zigzag: largest error of E*W/hv, lowest 3 levels, N=200->400
 kW=-3.0: 0.04705 -> 0.02339
 kW=-0.5: 0.00376 -> 0.00176
 kW= 0.0: 0.00603 -> 0.00314
 kW= 2.0: 0.04257 -> 0.02149
Armchair gaps at k=0
 N=39: W=5.000 nm, |q|min=0.20944 1/nm, Dirac 272.07 meV, TB 269.98 meV
 N=40: W=5.125 nm, |q|min=0.20433 1/nm, Dirac 265.43 meV, TB 267.36 meV
 N=41: W=5.250 nm, |q|min=0.00000 1/nm, Dirac 0.00 meV, TB 0.00 meV
Armchair N=40, kW=1: squared overlap Dirac/TB = 0.999985
Zigzag N=100: W = 21.7950 nm, hv/W = 29.8013 meV
 kW=-3.0, k=-0.13765 1/nm
  mode 1: zW=2.98470, Dirac 9.016 meV, TB 8.561 meV
  mode 2: qW=4.07815, Dirac 150.876 meV, TB 149.587 meV
  mode 3: qW=7.47219, Dirac 239.958 meV, TB 237.122 meV
  mode 1 squared overlap Dirac/TB = 0.999935
  edge-state decay length 1/z = 7.3022 nm
 kW=-0.5, k=-0.02294 1/nm
  mode 1: qW=1.16556, Dirac 37.796 meV, TB 37.751 meV
  mode 2: qW=4.60422, Dirac 138.018 meV, TB 137.889 meV
  mode 3: qW=7.78988, Dirac 232.627 meV, TB 232.374 meV
  mode 1 squared overlap Dirac/TB = 1.000000
 kW= 0.0, k=0.00000 1/nm
  mode 1: qW=1.57080, Dirac 46.812 meV, TB 46.889 meV
  mode 2: qW=4.71239, Dirac 140.435 meV, TB 140.655 meV
  mode 3: qW=7.85398, Dirac 234.059 meV, TB 234.388 meV
  mode 1 squared overlap Dirac/TB = 1.000000
 kW= 2.0, k=0.09176 1/nm
  mode 1: qW=2.28893, Dirac 90.584 meV, TB 90.909 meV
  mode 2: qW=5.08699, Dirac 162.895 meV, TB 164.301 meV
  mode 3: qW=8.09616, Dirac 248.529 meV, TB 251.018 meV
  mode 1 squared overlap Dirac/TB = 0.999999
Edge-state onset in TB, N=100: kW = -0.99507 (dimensionless)
\end{verbatim}
